# Why the conjugate gradient residual can grow while the error shrinks: a numerical check

```python
"""Conjugate gradients (CG) for A x = f, A symmetric positive definite.

Result under test: the energy-norm error e.A e and the Euclidean error |e|
fall at every CG step, but the residual norm |r| can rise.
Symbols: e = solution - x, r = f - A x = A e, p = search direction,
alpha = step length, kappa = largest/smallest eigenvalue of A.
MINRES minimizes |r| over the same Krylov spaces.
CG is run in exact rational arithmetic, so rounding plays no part in it.
Example: two atoms on a line, held by a soft and a stiff spring.
"""
from fractions import Fraction
import numpy as np
import sympy
from scipy.constants import physical_constants


def rational(array):
    array = np.asarray(array)
    flat = [Fraction(int(v)) for v in array.flat]
    return np.array(flat, dtype=object).reshape(array.shape)


def exact_solution(A, f):
    """Solve by elimination, independently of CG."""
    def convert(v):
        return sympy.Rational(v.numerator, v.denominator)
    matrix = sympy.Matrix([[convert(v) for v in row] for row in A])
    rhs = sympy.Matrix([convert(v) for v in f])
    solution = matrix.LUsolve(rhs)
    return np.array([Fraction(int(v.p), int(v.q)) for v in solution],
                    dtype=object)


def conjugate_gradients(A, f):
    x = np.array([Fraction(0)] * len(f), dtype=object)
    r, p = f.copy(), f.copy()
    xs, rs, ps, alphas = [x], [r], [], []
    while r.dot(r) != 0:
        assert len(ps) < len(f), "CG must end within n steps"
        Ap = A.dot(p)
        alpha = r.dot(r) / p.dot(Ap)
        x = x + alpha * p
        r_new = r - alpha * Ap
        ps.append(p)
        alphas.append(alpha)
        p = r_new + (r_new.dot(r_new) / r.dot(r)) * p
        r = r_new
        xs.append(x)
        rs.append(r)
    return xs, rs, ps, alphas


def minres_by_least_squares(A, f, k):
    """Minimize |f - A x| over span(f, A f, ..., A^(k-1) f)."""
    columns = [f / np.linalg.norm(f)]
    for _ in range(k - 1):
        v = A @ columns[-1]
        columns.append(v / np.linalg.norm(v))
    Q, _ = np.linalg.qr(np.array(columns).T)
    return Q @ np.linalg.lstsq(A @ Q, f, rcond=None)[0]


def norm(v):
    return float(np.linalg.norm(np.asarray(v, dtype=float)))


def check_run(A, f):
    """Test all CG laws on one system; return growth statistics."""
    solution = exact_solution(A, f)
    xs, rs, ps, alphas = conjugate_gradients(A, f)
    errors = [solution - x for x in xs]
    energy = [e.dot(A.dot(e)) for e in errors]
    square = [e.dot(e) for e in errors]
    res2 = [r.dot(r) for r in rs]
    steps = len(ps)
    assert all(v == 0 for v in errors[-1])
    for i in range(steps):
        assert ps[i].dot(rs[i]) == res2[i]
        for j in range(i + 1, steps):
            assert rs[i].dot(rs[j]) == 0
            assert ps[i].dot(A.dot(ps[j])) == 0
            assert ps[i].dot(rs[j]) == 0
        for j in range(i, steps):
            overlap = ps[i].dot(ps[j])
            assert overlap == ps[i].dot(ps[i]) * res2[j] / res2[i]
            assert overlap > 0
        assert energy[i + 1] < energy[i]
        assert square[i + 1] < square[i]
        assert energy[i] - energy[i + 1] == alphas[i] * res2[i]
        tail = sum(alphas[j] * res2[j] for j in range(i, steps))
        assert energy[i] == tail
        curvature = ps[i].dot(A.dot(ps[i]))
        drop = (ps[i].dot(ps[i]) * (energy[i] + energy[i + 1]) / curvature)
        assert square[i] - square[i + 1] == drop

    A_float, f_float = A.astype(float), f.astype(float)
    values, vectors = np.linalg.eigh(A_float)
    kappa = values[-1] / values[0]
    weights = (vectors.T @ f_float) ** 2 / (f_float @ f_float)
    mean = weights @ values
    spread = np.sqrt(weights @ (values - mean) ** 2)
    first = float(res2[1] / res2[0]) ** 0.5
    assert abs(first - spread / mean) < 1e-9 * (1 + first)
    assert first <= (kappa - 1) / (2 * np.sqrt(kappa)) * (1 + 1e-9)
    assert float(max(res2) / res2[0]) <= kappa * (1 + 1e-9)

    previous = norm(f)
    for k in range(1, steps):
        x_mr = minres_by_least_squares(A_float, f_float, k)
        r_mr = norm(f_float - A_float @ x_mr)
        predicted = float(1 / sum(1 / v for v in res2[:k + 1])) ** 0.5
        # Krylov columns are ill-conditioned, hence the looser tolerance
        assert abs(r_mr - predicted) < 1e-6 * predicted
        assert r_mr <= previous * (1 + 1e-9)
        previous = r_mr
    ratios = [float(res2[i + 1] / res2[i]) ** 0.5 for i in range(steps)]
    return ratios, mean, spread, values


def largest_first_growth(A):
    """Scan starting directions in the plane, taking a real CG step."""
    angle = np.linspace(0, np.pi, 200001)
    r = np.array([np.cos(angle), np.sin(angle)])
    Ar = A @ r
    alpha = np.sum(r * r, axis=0) / np.sum(r * Ar, axis=0)
    return np.max(np.linalg.norm(r - alpha * Ar, axis=0))


# Spring model: stiffness in eV/angstrom^2, force in eV/angstrom
k_soft, k_stiff = Fraction(1), Fraction(10)
A = np.array([[k_soft + k_stiff, -k_stiff], [-k_stiff, k_stiff]],
             dtype=object)
f = np.array([Fraction(1, 10), Fraction(1, 5)], dtype=object)
ratios, mean, spread, values = check_run(A, f)
solution = exact_solution(A, f)
xs, rs, ps, alphas = conjugate_gradients(A, f)
assert norm(rs[1]) > norm(rs[0])


def potential(u):
    return (0.5 * float(k_soft) * u[0] ** 2
            + 0.5 * float(k_stiff) * (u[1] - u[0]) ** 2
            - float(f[0]) * u[0] - float(f[1]) * u[1])


u_min = solution.astype(float)
heights = []
for x, r in zip(xs, rs):
    u = x.astype(float)
    h = 1e-3
    force = [-(potential(u + h * d) - potential(u - h * d)) / (2 * h)
             for d in np.eye(2)]
    assert np.allclose(force, r.astype(float), atol=1e-10)
    height = potential(u) - potential(u_min)
    e = solution - x
    assert abs(height - 0.5 * float(e.dot(A.dot(e)))) < 1e-12
    heights.append(float(e.dot(A.dot(e))) / 2)

# One MINRES step on the same problem
A_float, f_float = A.astype(float), f.astype(float)
x_mr = minres_by_least_squares(A_float, f_float, 1)
r_mr = norm(f_float - A_float @ x_mr)
distance_mr = norm(u_min - x_mr)
height_mr = potential(x_mr) - potential(u_min)
assert r_mr < norm(rs[0])
assert height_mr > heights[1]
assert distance_mr > norm(solution - xs[1])

# Largest possible first-step growth and the threshold in kappa
kappa = values[-1] / values[0]
bound = (kappa - 1) / (2 * np.sqrt(kappa))
scanned = largest_first_growth(A_float)
assert abs(scanned - bound) < 1e-5
threshold = 3 + 2 * np.sqrt(2)
below = largest_first_growth(np.diag([1.0, 0.99 * threshold]))
above = largest_first_growth(np.diag([1.0, 1.01 * threshold]))
assert below < 1 < above
# Worst start: weight a/(a+b) in the stiffest mode, rest in the softest
a, b = values
worst = np.array([np.sqrt(b / (a + b)), np.sqrt(a / (a + b))])
D_worst = values * worst
r_worst = worst - (worst @ worst) / (worst @ D_worst) * D_worst
assert abs(norm(r_worst) - bound) < 1e-10

# Random integer systems in exact arithmetic
rng = np.random.default_rng(7)
n_systems, size = 60, 5
all_ratios, later_growths = [], 0
for _ in range(n_systems):
    B = rng.integers(-3, 4, size=(size, size))
    random_A = rational(B.T @ B + np.eye(size, dtype=int))
    random_f = rational(rng.integers(1, 6, size=size))
    run = check_run(random_A, random_f)[0]
    all_ratios += run
    later_growths += sum(v > 1 for v in run[1:])
growths = sum(v > 1 for v in all_ratios)
assert growths > 0

# Preconditioned first step: |e| may grow, e.M e and e.A e still fall
A_pre, M_pre = np.diag([1.0, 100.0]), np.diag([1.0, 1000.0])
e_old = np.array([1.0, 1.0])
r_pre = A_pre @ e_old
z = np.linalg.solve(M_pre, r_pre)
e_new = e_old - (r_pre @ z) / (z @ A_pre @ z) * z
assert norm(e_new) > norm(e_old)
assert e_new @ M_pre @ e_new < e_old @ M_pre @ e_old
assert e_new @ A_pre @ e_new < e_old @ A_pre @ e_old

hartree = physical_constants["Hartree energy in eV"][0]
bohr = physical_constants["Bohr radius"][0] * 1e10
print(f"soft, stiff spring: {float(k_soft):.1f}, {float(k_stiff):.1f}"
      " eV/A^2")
print("matrix rows:", A_float.tolist(), "eV/A^2")
print(f"outside forces: {f_float[0]:.2f}, {f_float[1]:.2f} eV/A")
print(f"solution: {u_min[0]:.4f}, {u_min[1]:.4f} A")
print(f"eigenvalues: {a:.4f}, {b:.4f} eV/A^2; kappa = {kappa:.3f}")
print(f"mean of A in r0: {mean:.4f} eV/A^2")
print(f"spread of A in r0: {spread:.4f} eV/A^2")
for k, (x, r) in enumerate(zip(xs, rs)):
    u, g = x.astype(float), r.astype(float)
    print(f"CG k={k}: x = {u[0]:.5f}, {u[1]:.5f} A;"
          f" r = {g[0]:.5f}, {g[1]:.5f} eV/A")
    print(f"  |r| = {norm(r):.5f} eV/A; |e| = {norm(solution - x):.5f} A;"
          f" energy above minimum = {heights[k]:.6f} eV")
for k, alpha in enumerate(alphas):
    print(f"step length alpha_{k} = {float(alpha):.5f} A^2/eV")
print(f"growth |r1|/|r0| = {ratios[0]:.4f}")
for k in (0, 1):
    print(f"atomic units k={k}: |r| = {norm(rs[k]) * bohr / hartree:.6f}"
          f" hartree/bohr; energy = {heights[k] / hartree:.7f} hartree")
print(f"MINRES k=1: x = {x_mr[0]:.5f}, {x_mr[1]:.5f} A")
print(f"  |r| = {r_mr:.5f} eV/A; |e| = {distance_mr:.5f} A;"
      f" energy above minimum = {height_mr:.6f} eV")
print(f"largest first-step growth, formula: {bound:.5f}")
print(f"largest first-step growth, scan: {scanned:.5f}")
print(f"whole-run bound sqrt(kappa) = {np.sqrt(kappa):.4f}")
print(f"threshold kappa for first-step growth: {threshold:.4f}")
print(f"largest growth 1% below, above threshold: {below:.5f},"
      f" {above:.5f}")
print(f"random systems: {n_systems} of size {size}")
print(f"CG steps in them: {len(all_ratios)}")
print(f"steps with growing residual: {growths}")
print(f"of these after the first step: {later_growths}")
print(f"largest one-step growth among them: {max(all_ratios):.3f}")
print("preconditioned example: A = diag", np.diag(A_pre).tolist(),
      "M = diag", np.diag(M_pre).tolist(), "(no unit)")
print(f"  error before: {e_old[0]:.3f}, {e_old[1]:.3f};"
      f" after: {e_new[0]:.3f}, {e_new[1]:.3f} (no unit)")
print(f"  |e|: {norm(e_old):.4f} -> {norm(e_new):.4f} (no unit)")
print(f"  e.M e: {e_old @ M_pre @ e_old:.2f} ->"
      f" {e_new @ M_pre @ e_new:.2f} (no unit)")
print(f"  e.A e: {e_old @ A_pre @ e_old:.2f} ->"
      f" {e_new @ A_pre @ e_new:.2f} (no unit)")
print("finished without a failed check")
```

Printed output:

```
soft, stiff spring: 1.0, 10.0 eV/A^2
matrix rows: [[11.0, -10.0], [-10.0, 10.0]] eV/A^2
outside forces: 0.10, 0.20 eV/A
solution: 0.3000, 0.3200 A
eigenvalues: 0.4875, 20.5125 eV/A^2; kappa = 42.076
mean of A in r0: 2.2000 eV/A^2
spread of A in r0: 5.6000 eV/A^2
CG k=0: x = 0.00000, 0.00000 A; r = 0.10000, 0.20000 eV/A
  |r| = 0.22361 eV/A; |e| = 0.43863 A; energy above minimum = 0.047000 eV
CG k=1: x = 0.04545, 0.09091 A; r = 0.50909, -0.25455 eV/A
  |r| = 0.56918 eV/A; |e| = 0.34246 A; energy above minimum = 0.035636 eV
CG k=2: x = 0.30000, 0.32000 A; r = 0.00000, 0.00000 eV/A
  |r| = 0.00000 eV/A; |e| = 0.00000 A; energy above minimum = 0.000000 eV
step length alpha_0 = 0.45455 A^2/eV
step length alpha_1 = 0.22000 A^2/eV
growth |r1|/|r0| = 2.5455
atomic units k=0: |r| = 0.004348 hartree/bohr; energy = 0.0017272 hartree
atomic units k=1: |r| = 0.011069 hartree/bohr; energy = 0.0013096 hartree
MINRES k=1: x = 0.00608, 0.01215 A
  |r| = 0.20812 eV/A; |e| = 0.42563 A; energy above minimum = 0.044164 eV
largest first-step growth, formula: 3.16623
largest first-step growth, scan: 3.16623
whole-run bound sqrt(kappa) = 6.4866
threshold kappa for first-step growth: 5.8284
largest growth 1% below, above threshold: 0.99291, 1.00705
random systems: 60 of size 5
CG steps in them: 300
steps with growing residual: 46
of these after the first step: 33
largest one-step growth among them: 2.099
preconditioned example: A = diag [1.0, 100.0] M = diag [1.0, 1000.0] (no unit)
  error before: 1.000, 1.000; after: -4.500, 0.450 (no unit)
  |e|: 1.4142 -> 4.5224 (no unit)
  e.M e: 1001.00 -> 222.75 (no unit)
  e.A e: 101.00 -> 40.50 (no unit)
finished without a failed check
```
